# Mirrored and Two-Fold Self-Images in a Multimode Interference Coupler

A narrow waveguide opens abruptly into a wide one, and the light it delivers, off centre, spreads and reflects from the side walls. At a certain distance further on, set by the width and the wavelength, the intricate interference pattern contracts into one bright spot on the opposite side of the axis. Halfway to that point there are two spots of equal power, and two output guides placed there make the device a 3 dB coupler. We want to know why the pattern contracts at all, at what lengths it does so, and what "first" means for an image.

Let the wide section occupy $-W/2<y<W/2$, and let light travel along $z$. The vertical structure is absorbed into an effective core index $n$, so that the problem has one transverse dimension. With vacuum wavelength $\lambda$, the core wavenumber is $k=2\pi n/\lambda$. Waves vary as $\exp(i\beta z-i\omega t)$; the opposite time convention would reverse the sign of every phase below. We first take the field to vanish at the walls, with $W$ an effective width that allows for the short evanescent tails outside. Loss and reflection are neglected.

The modes are then, up to normalization,

$$\psi_\nu(y)=\sin\!\left[(\nu+1)\pi\left(\frac{y}{W}+\frac12\right)\right],\qquad \nu=0,1,2,\dots$$

and their transverse wavenumbers are $k_{y}=(\nu+1)\pi/W$. The wave equation requires $\beta_\nu^2+k_y^2=k^2$. For $k_y\ll k$ the square root expands as

$$\beta_\nu=\sqrt{k^2-k_y^2}=k-\frac{k_y^2}{2k}-\frac{k_y^4}{8k^3}-\dots$$

Keeping the first two terms is the paraxial approximation, and it gives the quadratic law

$$\beta_\nu= k-\frac{(\nu+1)^2\pi^2}{2kW^2}.$$

The beat length $L_\pi$ is the distance over which the two lowest modes slip by half a cycle. Since $\beta_0-\beta_1=(4-1)\pi^2/(2kW^2)$,

$$L_\pi=\frac{\pi}{\beta_0-\beta_1}=\frac{2kW^2}{3\pi}=\frac{4nW^2}{3\lambda}.$$

For any mode, $(\nu+1)^2-1=\nu(\nu+2)$, so

$$\beta_0-\beta_\nu=\frac{\nu(\nu+2)\pi^2}{2kW^2}=\frac{\nu(\nu+2)\,\pi}{3L_\pi}.$$

The factor 3 is the value of $\nu(\nu+2)$ at $\nu=1$. All the phase slips are thus integer multiples of one unit, and this makes the pattern recur.

Expand the input as $f(y)=\sum_\nu c_\nu\psi_\nu(y)$ and measure distance by $x=z/(3L_\pi)$. Taking out the phase of the lowest mode, we have

$$\Psi(y,z)=e^{i\beta_0z}\sum_\nu c_\nu\psi_\nu(y)\,e^{-i\pi\nu(\nu+2)x}.$$

The second ingredient is parity. Replacing $y$ by $-y$ changes the argument of the sine from $\theta$ to $(\nu+1)\pi-\theta$, and $\sin[(\nu+1)\pi-\theta]=(-1)^\nu\sin\theta$. Hence $\psi_\nu(-y)=(-1)^\nu\psi_\nu(y)$: modes with even $\nu$ are even functions, and modes with odd $\nu$ are odd.

At $x=1$ the phase factor is $(-1)^{\nu(\nu+2)}$. The product $\nu(\nu+2)$ is even for even $\nu$ and odd for odd $\nu$, so the factor equals $(-1)^\nu$. The sum becomes

$$\sum_\nu c_\nu(-1)^\nu\psi_\nu(y)=\sum_\nu c_\nu\psi_\nu(-y)=f(-y),$$

that is,

$$\Psi(y,3L_\pi)=e^{3i\beta_0L_\pi}f(-y).$$

The whole input, in amplitude and phase, has been reflected in the centre line.

At $x=1/2$ the two parities need separate treatment. For even $\nu=2m$, $\nu(\nu+2)=4m(m+1)$. One of the consecutive integers $m$, $m+1$ is even, so this is a multiple of 8, and the phase $-\pi\nu(\nu+2)/2$ is a multiple of $4\pi$. The factor is 1. For odd $\nu=2m-1$, $\nu(\nu+2)=(2m)^2-1=4m^2-1$, and

$$e^{-i\pi(4m^2-1)/2}=e^{-2\pi im^2}e^{i\pi/2}=i .$$

All even modes have returned to their original relative phase, and so have all odd modes, but the odd group is a quarter cycle away from the even group. The even and odd parts of the input are $[f(y)+f(-y)]/2$ and $[f(y)-f(-y)]/2$. Therefore

$$\begin{aligned}
e^{-i\beta_0z}\Psi&=\frac{f(y)+f(-y)}2+i\,\frac{f(y)-f(-y)}2\\
&=\frac{1+i}{2}f(y)+\frac{1-i}{2}f(-y),\qquad z=\tfrac32L_\pi .
\end{aligned}$$

Each coefficient has squared modulus $1/2$. Their ratio is $(1-i)/(1+i)=-i$, so the mirrored image has a phase of $-90^\circ$ relative to the direct one.

Power is conserved even if the two images overlap. Writing the coefficients as $a=(1+i)/2$ and $b=(1-i)/2$, the cross term in the total power is

$$2\,\mathrm{Re}\left[a^*b\int f^*(y)f(-y)\,dy\right],\qquad a^*b=\frac{(1-i)^2}{4}=-\frac i2 .$$

The integral is real, because the substitution $y\to-y$ turns it into its own complex conjugate. The bracket is therefore imaginary and the term vanishes. Two separate spots, however, require that $f(y)$ and $f(-y)$ do not overlap. A centred symmetric input has $f(-y)=f(y)$, and the two "images" then merge into one.

The half-length result can be applied twice. The coefficient of $f(y)$ after two passes is $a^2+b^2=i/2-i/2=0$, and that of $f(-y)$ is $2ab=1$, which restores the single mirrored image. The same coefficients describe a coupler fed at both ports. With amplitudes $A$ at $+y_0$ and $iA$ at $-y_0$, the port at $+y_0$ receives $aA+b\,iA=(1+i)A$, and the other receives $bA+a\,iA=0$. All the power leaves through one port, and reversing the sign of the second input sends it to the other.

It remains to show that these images are the first of their kind. The claim concerns general interference, in which the input may contain any mode. A distance counts as a single mirrored image if it gives $f(-y)$, up to a common phase, for every $f$. It counts as a two-fold image if it gives a combination of $f(y)$ and $f(-y)$, both present, for every $f$. Patterns with copies at other positions do not count under this definition.

For the mirrored image, mode 1 must acquire a factor $-1$ relative to mode 0, and mode 2 a factor $+1$. The phases are $3\pi x$ and $8\pi x$, so $3x$ must be an odd integer and $8x$ an even one. The second condition makes $4x$ an integer, and then $x=4x-3x$ is an integer too. Since $3x$ is odd, $x$ is odd. The smallest positive value is $x=1$.

For the two-fold image, a combination $af(y)+bf(-y)$ multiplies every even mode by $a+b$ and every odd mode by $a-b$. Equal factors for modes 0 and 2 require $8x$ to be even, so $4x$ is an integer. Equal factors for modes 1 and 3 require $(15-3)x$ to be even, so $6x$ is an integer. Then $2x=6x-4x$ is an integer, and the smallest positive choice is $x=1/2$. Four modes are enough to exclude every shorter distance, and the parity argument above shows that all higher modes agree at this one.

The words "for every $f$" are essential, because special inputs do image earlier. A symmetric input on the axis contains even modes only. For these $\nu(\nu+2)$ is a multiple of 8, so at $x=1/4$ all phases are multiples of $2\pi$, and a single image appears at $3L_\pi/4$.

Next, take an input symmetric about a point $W/3$ from a wall and negligible outside the region where that symmetry can hold. At a distance $W/3+t$ from the wall, a mode with $\nu+1=3m$ is $\sin(m\pi+3m\pi t/W)=(-1)^m\sin(3m\pi t/W)$. It is odd in $t$, so modes 2, 5, 8 and so on are not excited. For the others $(\nu+1)^2-1$ is divisible by 3, and division by an odd number leaves its parity unchanged. At $x=1/3$ the factors are therefore $(-1)^\nu$, and the mirrored image already appears at $L_\pi$.

Symmetry about a point $W/4$ from a wall removes the modes with $\nu+1=4m$ in the same way. At $x=1/4$ the even modes have factor 1. The remaining odd modes have $\nu+1=2(2j+1)$, hence

$$\frac{\nu(\nu+2)}4=(2j+1)^2-\frac14 .$$

An odd square is 1 more than a multiple of 8, so this is $3/4$ plus a multiple of 8, and the common factor is $e^{-3\pi i/4}$. The direct and mirrored powers are then

$$\left|\frac{1\pm e^{-3\pi i/4}}{2}\right|^2=\cos^2\frac{3\pi}8,\ \sin^2\frac{3\pi}8\approx0.146,\ 0.854 .$$

This is an early two-fold image, but an unequal one and for a special input.

The imaging formulas can be tested without any modes. In the paraxial equation a Gaussian beam spreads freely, and walls on which the field vanishes can be replaced by an infinite row of mirror sources of alternating sign. The test input was a pair of Gaussians centred $0.15W$ and $0.21W$ from one wall, with width parameters $0.03W$ and $0.04W$ and amplitudes 1 and $0.7i$. Summing the mirror sources reproduced both formulas with errors below $10^{-13}$, on a field whose peak is of order one. The field was also examined at steps of $1/240$ in $x$. From $x=0.021$ to $0.479$, the best combination of $f(y)$ and $f(-y)$ always left more than 48% of the power unaccounted for. From $0.021$ to $0.979$, the fraction of power in the mirrored input never exceeded 0.500, the value expected at $x=1/2$. The three special inputs, taken as Gaussians of width parameter $0.04W$, imaged at the early distances with the powers just derived.

For a silicon coupler, consider a film 220 nm thick, surrounded by oxide, at a wavelength of 1550 nm. Rough typical indices are 3.48 for silicon and 1.44 for oxide. The fundamental mode of the film, with its electric field in the plane, has effective index $n=2.8514$, which gives $k=11.56$ rad/µm. The wide section is $W_0=8.00$ µm across. The ports are 2.50 µm wide and centred 1.80 µm from the axis.

To find the effective width we need the field near a side wall. The electric field is mainly normal to that wall, so the vertical magnetic field $h$ and the quantity $n^{-2}\,dh/dy$ are continuous there. Inside, $h=\cos(\kappa y-\nu\pi/2)$; outside, it decays at a rate $\gamma$. With $\rho=(n/1.44)^2$, matching at $y=W_0/2$ gives

$$\kappa\tan\!\left(\frac{\kappa W_0-\nu\pi}{2}\right)=\rho\gamma .$$

Taking the arctangent, and using $\arctan u=\pi/2-\arctan(1/u)$, we obtain

$$\kappa W_0=(\nu+1)\pi-2\arctan\frac{\kappa}{\rho\gamma}.$$

For low modes the last arctangent is close to its argument, and $\gamma\approx(2\pi/\lambda)\sqrt{n^2-1.44^2}$. Then $\kappa=(\nu+1)\pi/W$ with

$$W=W_0+\frac{2}{\rho\gamma}=8.051\ \text{µm}.$$

Solving the matching condition for mode 0 gives the same value to within 0.1 nm. The beat length follows:

$$L_\pi=\frac{4(2.8514)(8.0511\ \text{µm})^2}{3(1.55\ \text{µm})}=159.0\ \text{µm}.$$

The mirrored image is thus expected at $3L_\pi=477$ µm (0.477 mm), and the two-fold image at $3L_\pi/2=238.5$ µm (0.2385 mm).

High index contrast lets the section guide 26 lateral modes, and the higher ones are not paraxial. At the two-fold length $3L_\pi/2=kW^2/\pi$, the first omitted term of the expansion amounts to a phase

$$\phi_\nu=\frac{(\nu+1)^4\pi^4}{8k^3W^4}\,\frac{kW^2}{\pi}=\frac{(\nu+1)^4\pi^3}{8k^2W^2}.$$

It is 0.007 rad for mode 1, 0.58 rad for mode 5 and 1.83 rad for mode 7. The effect on the image depends on how strongly these modes are excited. The launched field is taken as half a cosine wave filling the port, and the output is projected on the same shape in each output port. Mode 5 then carries 6.1% of the power, and mode 7 only 0.4%.

Let $c_\nu$ now belong to normalized modes and a real launched field of unit power. The amplitudes collected on the same side and on the mirrored side are $E+O$ and $E-O$, where $E$ and $O$ are the sums of $c_\nu^2e^{i\beta_\nu z}$ over even and odd $\nu$. The total collected power is

$$|E+O|^2+|E-O|^2=2\left(|E|^2+|O|^2\right).$$

Power is therefore lost from the ports when modes of the same parity fall out of step with each other. With the quadratic law imposed, each port receives 0.4997, the small shortfall arising because the guided modes cannot represent the launched field completely. With hard walls but the unexpanded square root, the ports receive 0.475 and 0.474. With the solved step-index modes, whose wall penetration varies from mode to mode, they receive 0.478 and 0.475. In this example the departure from quadratic spacing costs about 5% of the power. The hard-wall calculation already shows this loss, and slightly overstates it: 5.1%, against 4.8% for the solved modes.

The same term shifts the best length. With hard walls and the quartic term included, the spacing exceeds the quadratic value by the factor

$$\frac{\beta_0-\beta_\nu}{\nu(\nu+2)\pi/(3L_\pi)}\approx1+\frac{\left[(\nu+1)^2+1\right]\pi^2}{4k^2W^2},$$

because $[(\nu+1)^4-1]/[(\nu+1)^2-1]=(\nu+1)^2+1$. For mode 5 this is 1.0105. The unexpanded square root raises it to 1.0108, and the mode-dependent wall penetration lowers it again to 1.0104 for the solved modes. Phases accumulate too fast, so the device should be slightly shorter. Maximizing the weaker of the two port powers gives 235.6 µm, which is 1.2% below $3L_\pi/2$. The ports then receive 0.498 and 0.486 with a phase difference of $-90.4^\circ$, and the loss from the ports falls from 4.8% to 1.7%. Widening each port mode by 0.05 µm, as a rough allowance for its evanescent tails, would change these losses to 4.3% and 1.5%.

A larger coupler is closer to the quadratic law, since $\phi_\nu$ falls as $1/(kW)^2$. If a fixed set of modes had small phase errors, doubling all lateral sizes would divide the loss by 16. With wavelength, film and indices held fixed and each device at its own $3L_\pi/2$, the computed loss falls only from 0.048 to 0.019. The reason is that the high modes do not have small phase errors. At the corners of the half-cosine the slope jumps, which makes $c_\nu$ fall only as $\nu^{-2}$ and the power per mode as $\nu^{-4}$. This weak tail lies beyond the first zero of the port's spectrum, at $\nu+1=3W/w\approx9.7$ for ports of width $w$, and it supplies most of the loss in the doubled coupler. In the original coupler most of the loss still comes from the stronger modes below that zero.

In much larger couplers the tail alone matters. Its loss comes mainly from modes with $\phi_\nu\gtrsim1$, which begin at $\nu\sim(kW)^{1/2}$, and the power beyond that point scales as $\nu^{-3}\sim(kW)^{-3/2}$. Each further doubling should then reduce the loss by about $2^{3/2}=2.8$ on average. The ratio of 2.5 found here is close to this, but partly by accident, since the smaller device is not yet in that regime. The mode powers also ripple strongly with $\nu$, so the ratio varies from one doubling to the next.

Length tolerance is set by the ports. Within the quadratic law, travelling an extra $\delta z$ past an image is equivalent to letting each image diffract over $\delta z$. A port of width $w$ has typical transverse wavenumber $\pi/w$, so the error is small when

$$\frac{(\pi/w)^2\,\delta z}{2k}\ll1,\qquad\text{or}\qquad \delta z\ll\frac{2kw^2}{\pi^2}\approx15\ \text{µm}.$$

The inequality must be read strictly: within the quadratic law the loss from the ports is already about 2% at $\delta z=1.5$ µm and 6% at 3 µm. Wide access guides relax the tolerance, provided the two ports still fit side by side. Since $L_\pi\propto nW^2/\lambda$, an error of 50 nm in width moves the image by $2\times0.05/8.05=1.2\%$, about 3 µm. With the length fixed at 235.6 µm, a section 50 nm too wide has port powers of 0.465 and 0.463. At 1530 nm they are 0.452 and 0.444, and at 1570 nm 0.461 and 0.463. Material dispersion, with a rough silicon index slope of $-0.08$ per µm, would lower these last four values by 0.002 to 0.003. Warming the silicon by 50 K, with a rough index slope of $1.8\times10^{-4}$ per kelvin, gives 0.492 and 0.484.

Real devices break the assumption of purely quadratic spacing, which here moves the best length by 1.2%. At a rough 2 dB/cm, scattering adds 0.047 dB. The calculation leaves out reflection at the junctions, the evanescent tails of the port modes, material dispersion and the error of reducing the film to an effective index. The last of these is not negligible. A full-vector solution of the same cross-section gives an effective width of about 8.024 µm rather than 8.051 µm and a beat length of 157.7 µm rather than the 158.8 µm of the solved lateral modes, which shortens the best length by roughly 1.5 µm (0.7%). The lengths above therefore hold for the real film only to about 1%, and a design for fabrication would need a three-dimensional calculation.

## Calculated quantities

```
IDEAL GUIDE (mirror-source propagation)
max field error, mirrored image at 3 Lpi: 3.0e-14
max field error, two-fold image at 3 Lpi/2: 1.2e-14
powers direct, mirrored: 0.5000, 0.5000
phase mirrored - direct: -90.00 deg
least two-image residual, x = 0.021 to 0.479: 0.489
largest mirrored fidelity, x = 0.021 to 0.979: 0.500
first x, two-fold and mirrored: 1/2, 1
centred input, x = 1/4: single-image power 1.0000
input at W/3 from wall, x = 1/3: mirrored power 1.0000
input at W/4 from wall, x = 1/4: direct, mirrored power 0.1464, 0.8536
SILICON COUPLER
wavelength 1550 nm, film 220 nm
indices silicon 3.48, oxide 1.44
width 8.00 um, port width 2.50 um, port offset 1.80 um
film effective index: 2.8514
wavenumber k: 11.5585 rad/um
effective width, formula: 8.0511 um
effective width, solved mode 0: 8.0512 um
number of lateral modes: 26
beat length, formula: 158.99 um
beat length, solved modes: 158.77 um
mirrored image length 3 Lpi: 476.97 um = 0.4770 mm
two-fold image length 3 Lpi/2: 238.49 um = 0.2385 mm
mode: launched power, quartic phase (rad), solved/quadratic spacing
  1: 0.4079, 0.0072, 1.0014
  2: 0.0866, 0.0363, 1.0028
  3: 0.0251, 0.1146, 1.0047
  5: 0.0607, 0.5800, 1.0104
  7: 0.0038, 1.8332, 1.0186
launched power in all guided modes: 0.99971
Port powers (same side, mirrored) at 3 Lpi/2:
  quadratic spacing: 0.4997, 0.4997
  hard walls, unexpanded beta: 0.4751, 0.4738
  solved step-index modes: 0.4776, 0.4746
  port phase difference, solved modes: -88.91 deg
  total lost from ports, solved modes: 0.0477
  same, all lateral sizes doubled: 0.0193
best length, solved modes: 235.62 um (0.9880 of L2)
  port powers there: 0.4979, 0.4855
  port phase difference there: -90.44 deg
Port powers at the best length after a change:
  wavelength 1530 nm: 0.4520, 0.4435
  wavelength 1570 nm: 0.4610, 0.4629
  width + 50 nm: 0.4647, 0.4634
  temperature + 50 K: 0.4922, 0.4841
assumed silicon dn/dT: 1.8e-04 1/K
scattering loss at 2 dB/cm over best length: 0.047 dB
```
